# DMFT as a local Luttinger–Ward approximation: conservation laws and thermodynamic consistency

## 1. Conventions and the exact functional

We set $\hbar=k_B=1$. The Hamiltonian is

$$H=\sum_{ij\sigma}h_{ij\sigma}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow},$$

where $h$ contains the hopping and the site energies $\varepsilon_{i\sigma}$. The hopping may depend on spin. Further,

$$G_{ij\sigma}(\tau,\tau')=-\langle T_\tau c_{i\sigma}(\tau)\bar c_{j\sigma}(\tau')\rangle,\qquad G_0^{-1}=i\omega_n+\mu-h,\qquad \mathrm{Tr}\,A=T\sum_n e^{i\omega_n0^+}\mathrm{tr}\,A,$$

with $\mathrm{tr}$ over sites and spins. The convergence factor places $\bar c$ later than $c$, so $\mathrm{Tr}\,G=N$.

Let the quadratic part of the action be $-\bar cKc$ with an arbitrary kernel $K$, and let $F[K]=-T\ln Z$. Since $\langle\bar c_ac_b\rangle=G_{ba}$, we have $\delta\ln Z=\sum_{ab}\delta K_{ab}G_{ba}$, hence

$$\delta F=-\mathrm{Tr}\,G\,\delta K. \tag{1}$$

Define $\Sigma=K-G^{-1}$ and, with $K$ chosen so that it produces the given $G$,

$$\Phi[G]=F[K]+\mathrm{Tr}\ln(-G^{-1})+\mathrm{Tr}(K-G^{-1})G. \tag{2}$$

The variation of the logarithm is $-\mathrm{Tr}\,G^{-1}\delta G$. In the last term $G^{-1}G$ is constant, which leaves $\mathrm{Tr}(G\,\delta K+K\,\delta G)$. With (1) the $\delta K$ terms cancel:

$$\delta\Phi=\mathrm{Tr}(K-G^{-1})\delta G=\mathrm{Tr}\,\Sigma\,\delta G. \tag{3}$$

$\Phi$ depends on the interaction and on $G$, but not on $h$ or $\mu$. Its expansion is the sum of closed skeleton diagrams. The map $K\mapsto G$ need not be invertible; we take the physical branch, the kernel of the actual system. At weak coupling this is the branch connected to $U=0$, to which the skeleton series refers. At strong coupling the two can differ. Equation (21) below is quadratic in $m$ at fixed $g$ and $w$. For the ring of Section 6 the root continued from $U=0$ is the physical bath at $U=2$ eV, but at $U=4$ eV, $\mu=2$ eV it is not, at the lowest Matsubara frequency.

For the lattice, put

$$\Omega[G]=\Phi[G]-\mathrm{Tr}\ln(-G^{-1})-\mathrm{Tr}(G_0^{-1}-G^{-1})G. \tag{4}$$

Its variation is $\mathrm{Tr}(\Sigma[G]+G^{-1}-G_0^{-1})\delta G$. Stationarity is Dyson's equation, and by (2) with $K=G_0^{-1}$ the stationary value is the grand potential.

## 2. The local restriction is DMFT

The approximation evaluates $\Phi$ on the site-diagonal part of $G$. For a site-diagonal $G$ take a site-diagonal kernel $K$. The interaction is also local, so the action splits into independent single-site problems and $F=\sum_iF_i$. Equation (2) then splits as well:

$$\Phi[G]\;\to\;\sum_i\phi_i[G_{ii}],\qquad \phi_i=F_i[m_i]+\mathrm{Tr}\ln(-G_{ii}^{-1})+\mathrm{Tr}\,\Sigma_iG_{ii},\qquad m_i=G_{ii}^{-1}+\Sigma_i. \tag{5}$$

In diagrams, $G_{ij}=0$ for $i\ne j$ leaves the connected skeletons whose vertices all lie on one site. The phrase "sum of local functionals" needs this precision: keeping just the local second-order diagram also gives such a sum, but it is not DMFT. DMFT keeps the full $\phi_i$.

Inserting (5) in (4) and varying $G$ gives

$$(G_0^{-1}-G^{-1})_{ij}=\delta_{ij}\Sigma_i,\qquad \Sigma_i=\delta\phi_i/\delta G_{ii}. \tag{6}$$

By (5), $\Sigma_i$ is the self-energy of an impurity with interaction $U$ and inverse bath function $m_i$, whose Green function equals $G_{ii}$. These are the DMFT equations. Conversely, a self-consistent DMFT solution satisfies (6).

At the solution, $\mathrm{Tr}(G_0^{-1}-G^{-1})G=\sum_i\mathrm{Tr}\,\Sigma_iG_{ii}$ cancels the last term of $\phi_i$, so

$$\Omega=\sum_iF_i[m_i]+\sum_i\mathrm{Tr}\ln(-G_{ii}^{-1})-\mathrm{Tr}\ln(-G^{-1}). \tag{7}$$

For implementation, (7) can be evaluated at any bath. Let $g_i$ be the impurity Green function produced by $m_i$, let $\Sigma_i=m_i-g_i^{-1}$, let $\hat G=(G_0^{-1}-\Sigma)^{-1}$, and replace $G_{ii}$ by $g_i$ and $G$ by $\hat G$ in (7). Then

$$\delta\Omega=\sum_i\mathrm{Tr}\left[-g_i\delta m_i-g_i^{-1}\delta g_i+\hat G_{ii}\delta\Sigma_i\right].$$

From $\delta\Sigma_i=\delta m_i+g_i^{-1}\delta g_i\,g_i^{-1}$ the first two terms equal $-\mathrm{Tr}\,g_i\delta\Sigma_i$, and

$$\delta\Omega=\sum_i\mathrm{Tr}(\hat G_{ii}-g_i)\,\delta\Sigma_i. \tag{8}$$

This vanishes at self-consistency. A small mismatch in the bath therefore produces an error in $\Omega$ of second order.

## 3. First derivatives

Because $\Omega$ is stationary in $G$, a parameter contributes through its explicit appearance. The chemical potential and the site energies appear in $G_0^{-1}$ alone:

$$-\frac{\partial\Omega}{\partial\mu}=\mathrm{Tr}\,G=N,\qquad \frac{\partial\Omega}{\partial\varepsilon_{i\sigma}}=T\sum_ne^{i\omega_n0^+}G_{ii\sigma}=n_{i\sigma}. \tag{9}$$

$U$ appears in $\phi_i$. At fixed $G_{ii}$ the bath $m_i$ must change with $U$, but its contributions $-\mathrm{Tr}\,G_{ii}\delta m_i$ from $F_i$ and $+\mathrm{Tr}\,G_{ii}\delta m_i$ from the last term of $\phi_i$ cancel. What remains is the derivative of $F_i$ at fixed bath:

$$\frac{\partial\Omega}{\partial U}=\sum_iD_i\equiv D,\qquad D_i=\langle n_{i\uparrow}n_{i\downarrow}\rangle_{\rm imp}. \tag{10}$$

The same $D_i$ follows from one-particle quantities. In the impurity integral, defined on a fine time grid, rescale $\bar c_\sigma(\tau)\to[1+\lambda(\tau)]\bar c_\sigma(\tau)$ for one spin. The integral is unchanged. The Grassmann measure contributes $-\lambda$ per time point, the quadratic action contributes $+\lambda\,(m_iG_{ii})$, and the interaction contributes $-\lambda UD_i$. As $\lambda(\tau)$ is arbitrary,

$$UD_i(\tau)=(m_iG_{ii}-1)_\sigma(\tau,\tau^+)=\int d\tau'\,\Sigma_{i\sigma}(\tau,\tau')G_{ii\sigma}(\tau',\tau^+). \tag{11}$$

This holds for either spin.

For the temperature, set $\tau=s/T$ with $0<s<1$. The kernel becomes $i(2n+1)\pi-(h-\mu)/T$ and the interaction becomes $U/T$; nothing else in $\Omega/T$ contains $T$. The same rescaling applies to $\phi_i$. Differentiating with respect to $\beta=1/T$ at stationarity gives

$$\Omega-T\frac{\partial\Omega}{\partial T}=\frac{\partial(\beta\Omega)}{\partial\beta}=\mathrm{Tr}(h-\mu)G+UD=E-\mu N. \tag{12}$$

The entropy $-\partial\Omega/\partial T$ is thus consistent with the energy computed from $G$. Equations (9) and (10) also imply

$$\partial N/\partial U=-\partial D/\partial\mu, \tag{13}$$

since both sides equal $-\partial^2\Omega/\partial U\partial\mu$. This relation can be checked for a method that supplies $N$ and $D$ but no functional.

## 4. Conservation laws

Add a field $v_i(\tau)$ to the site energies and let $G$ depend on two times. The functional $\phi_i$ is unchanged, and $\Sigma_i$ remains its derivative.

**Particle number.** The interaction is invariant under $c_{i\sigma}(\tau)\to e^{i\theta(\tau)}c_{i\sigma}(\tau)$ on one site and for one spin, with $\theta$ periodic. So $\phi_i$ is invariant under $\delta G_{ii}(\tau,\tau')=i[\theta(\tau)-\theta(\tau')]G_{ii}(\tau,\tau')$. Inserting this in $0=\int\!\int\Sigma_i(\tau',\tau)\delta G_{ii}(\tau,\tau')$ and exchanging the integration variables in the second term gives

$$\int d\tau'\left[\Sigma_i(\tau,\tau')G_{ii}(\tau',\tau)-G_{ii}(\tau,\tau')\Sigma_i(\tau',\tau)\right]=0. \tag{14}$$

With $\tilde h=h-\mu+v$, Dyson's equation acting from the left and from the right reads

$$\partial_\tau G=-\tilde hG-\Sigma G-\delta,\qquad \partial_{\tau'}G=G\tilde h+G\Sigma+\delta. \tag{15}$$

Add the two, take the element $ii$, and let $\tau'\to\tau^+$. The diagonal part of $\tilde h$ cancels, and (14) removes the self-energy:

$$\partial_\tau n_{i\sigma}=-\sum_j\left(h_{ij}\langle c_i^\dagger c_j\rangle-h_{ji}\langle c_j^\dagger c_i\rangle\right)_\sigma. \tag{16}$$

This is the lattice continuity equation in imaginary time: density changes by flow along bonds.

**Energy.** Take $\tau\to f(\tau)$, with each line end multiplied by $f'^{1/4}$. A vertex has four line ends and one time integral, so it acquires $f'd\tau=df$, and every diagram of $\phi_i$ is invariant. For $f=\tau+\eta(\tau)$,

$$\delta G(\tau,\tau')=\tfrac14[\eta'(\tau)+\eta'(\tau')]G+\eta(\tau)\partial_\tau G+\eta(\tau')\partial_{\tau'}G.$$

By (11) and (14), $\int\Sigma_iG_{ii}$ and $\int G_{ii}\Sigma_i$, summed over spin, both equal $2UD_i$. The terms with $\eta'$ therefore give $\int\eta'UD_i=-\int\eta\,\partial_\tau(UD_i)$. Hence

$$R_i(\tau)\equiv\sum_\sigma\int d\tau'\left[\partial_\tau G_{ii}(\tau,\tau')\Sigma_i(\tau',\tau)+\Sigma_i(\tau,\tau')\partial_\tau G_{ii}(\tau',\tau)\right]=\partial_\tau(UD_i). \tag{17}$$

Now apply $\partial_{\tau'}$ to the first equation in (15) and $\partial_\tau$ to the second, take traces and subtract. The mixed derivatives cancel, as do the delta functions because $\partial_{\tau'}\delta=-\partial_\tau\delta$. At equal times this leaves $\mathrm{tr}\,\tilde h\,\partial_\tau G(\tau,\tau^+)+\sum_iR_i=0$, or

$$\partial_\tau\left[\mathrm{tr}(h-\mu)G(\tau,\tau^+)+UD\right]=-\sum_iv_i\,\partial_\tau n_i. \tag{18}$$

The internal energy changes only by the work of the field. Momentum is different: a vertex built from $G_{ii}$ sums each line over all crystal momenta independently, so the corresponding invariance is lost and no momentum law is claimed.

**Linear response.** From $\delta G^{-1}=-(v+\delta\Sigma)$,

$$\delta G=G(v+\delta\Sigma)G,\qquad \delta\Sigma_i=\frac{\delta\Sigma_i}{\delta G_{ii}}\,\delta G_{ii}. \tag{19}$$

The laws above refer to this full response. Dropping $\delta\Sigma$ leaves the bare bubble, which is not the derivative of the DMFT solution and is not protected by them.

## 5. A case with a closed impurity solution

Let the spin-down particles, called $f$, be immobile. Their impurity has no hybridization and the occupation $f=0,1$ is conserved. For fixed $f$ the mobile particles, called $c$, form a quadratic problem with kernel $m-Uf$, so

$$\frac{Z_1}{Z_0}=e^{-(\varepsilon_f-\mu)/T}\exp\sum_ne^{i\omega_n0^+}\ln\frac{m_n-U}{m_n},\qquad w=\frac{Z_1}{Z_0+Z_1}=n_f, \tag{20}$$

$$g=\frac{1-w}{m}+\frac{w}{m-U}=\frac{m-U(1-w)}{m(m-U)}. \tag{21}$$

Therefore

$$\Sigma=m-\frac1g=\frac{mUw}{m-U(1-w)}=Uw+\frac{U^2w(1-w)}{m-U(1-w)}. \tag{22}$$

At fixed $w$, $m=g^{-1}+O(U)$ gives $\Sigma=Uw+U^2w(1-w)g+O(U^3)$: the mean field, then a local $c$ line multiplied by the variance of the $f$ occupation. The test finds that the remainder falls as $U^{3.02}$.

The lattice $G_f$ is site-diagonal, so its two logarithms in (7) cancel. We may eliminate $G_f$ at its stationary value and use a functional of $G_c$ alone; stationarity preserves $\Sigma_c=\delta\phi/\delta G_c$.

The frequency sums converge slowly. If $t$ is the off-diagonal part of $h$, the summand of the two logarithms in (7) approaches $+\mathrm{tr}\,t^2/(2\omega_n^2)$ at large $|\omega_n|$. To see this, write $G^{-1}=d-t$ with $d_i=i\omega_n+\mu-\varepsilon_i-\Sigma_i$ site-diagonal. Expanding to second order in $t$ gives $\mathrm{tr}\ln(-G^{-1})\simeq\mathrm{tr}\ln(-d)+\mathrm{tr}\,t^2/(2\omega_n^2)$. Likewise $G_{ii}^{-1}\simeq d_i-(t^2)_{ii}/i\omega_n$ gives $\sum_i\ln(-G_{ii}^{-1})\simeq\mathrm{tr}\ln(-d)+\mathrm{tr}\,t^2/\omega_n^2$. The second minus the first is the stated limit. Such tails should be summed analytically.

## 6. Worked example

Take a six-site ring with hopping amplitude 1 eV, $U=2$ eV, $\mu=0.7$ eV, $T=0.4$ eV and site energies $(0,\,0.3,\,-0.2,\,0.5,\,0.1,\,-0.4)$ eV for both species. These are model parameters. Each site has its own impurity, and the numerical check differentiates the converged $\Omega$ by finite differences.

The site occupations add up to $2.9279$ mobile and $2.2950$ immobile particles, so $N=5.2229$, equal to $-\partial\Omega/\partial\mu$ at this precision. The self-energy route, the impurity average and $\partial\Omega/\partial U$ all give $D=0.5270$, an interaction energy of $2\times0.5270=1.054$ eV. From $G$ one finds $E-\mu N=-5.6013$ eV, and the temperature derivative gives the same value. With $\Omega=-7.6295$ eV ($-0.28038$ hartree), the entropy is

$$S=\frac{-5.6013+7.6295}{0.4}=5.07.$$

Stationarity is tested along the bath change $\delta m=x/(i\omega_n-1\,{\rm eV})^2$ on all sites. The slope of $\Omega$ is $-7\times10^{-11}$ eV$^{-2}$ at the DMFT bath and $-0.156$ eV$^{-2}$ at the bath of isolated atoms, where (8) does not vanish.

The Hubbard-I approximation inserts the self-energy of the isolated atom into the lattice. With $n_f$ taken from the atom and $D$ from $\Sigma G$, it gives $\partial N/\partial U=-0.349$ eV$^{-1}$ but $-\partial D/\partial\mu=-0.278$ eV$^{-1}$. No grand potential can have both as first-derivative data. In DMFT both sides of (13) are $-0.760$ eV$^{-1}$.

For the response, a field acts on the first site at the bosonic frequency $\nu=2\pi T=2.513$ eV. A perturbation off-diagonal in frequency does not change $w$ to first order, so the $c$ vertex couples no different frequency pairs. The program obtains it by perturbing the impurity.

| Response of the mobile particles | With vertex | Bubble |
|---|---:|---:|
| First-site density (eV$^{-1}$) | $-0.0668$ | $-0.0859$ |
| Total charge (eV$^{-1}$), magnitude | $9\times10^{-10}$ | $0.0331$ |
| Continuity residual | $2\times10^{-9}$ | $0.0600$ |
| Response of $E-\mu N$, magnitude | $4\times10^{-10}$ | $0.0045$ |

Total charge cannot respond at $\nu\ne0$, and to first order in the field neither can the internal energy, because the right side of (18) is then the field times an equilibrium density change, which is zero. The bubble violates both laws. Without $\delta\Sigma$, (14) fails, and the products $\Sigma G$ and $G\Sigma$ no longer give the same interaction energy; the bubble entry for the energy uses their average. That entry refers to $E-\mu N$, the bracket in (18). Because the bubble charge responds, $E$ itself has a response of magnitude $0.0045+0.7\times0.0331=0.0277$.

## 7. What consistency does not guarantee

Consistency is not accuracy. Summing the 64 $f$ configurations solves this ring without the local approximation. It gives $\Omega=-7.6350$ eV, so DMFT lies 0.0055 eV higher, 0.07% of the reference magnitude. The reference $D$ is 0.5209, and the DMFT value is 1.2% above it.

For this model the error in $\Omega$ can start no earlier than $U^4$. A site carrying a single vertex has its $f$ line closed on that vertex. Unless the $c$ line closes there too, which is the local first-order term, this is a self-energy insertion and not a skeleton. A nonlocal skeleton thus needs at least two vertices on each of two sites. By stationarity, the exact $\Omega$ minus the DMFT value equals, to leading order, the omitted part of $\Phi$. Between $U=0.2$ and $0.4$ eV, with $\mu=U/2$, the computed power is 4.01.

Second derivatives show where the consistency ends. The exact weight of a configuration contains $e^{-f_i\varepsilon_{f,i}/T}$ and $f_i^2=f_i$, so

$$-\frac{\partial n_{f,i}}{\partial\varepsilon_{f,i}}=\frac{n_{f,i}(1-n_{f,i})}{T}. \tag{23}$$

In DMFT, (20) gives instead

$$-\frac{\partial w_i}{\partial\varepsilon_{f,i}}=w_i(1-w_i)\left[\frac1T-\frac{\partial}{\partial\varepsilon_{f,i}}\sum_ne^{i\omega_n0^+}\ln\frac{m_{i,n}-U}{m_{i,n}}\right]. \tag{24}$$

The extra term is the response of the bath, which changes through the other sites. The impurity correlator holds the bath fixed. On the first site it is $0.3951\times0.6049/0.4=0.5975$ eV$^{-1}$, whereas the DMFT derivative is 0.6037 eV$^{-1}$, 1.0% larger. The exact ring gives 0.5981 eV$^{-1}$ for both sides of (23). A susceptibility obtained by differentiating the DMFT solution and a correlation function read from the impurity are therefore different approximations.

The one-particle identities also require the impurity solution to be derived from the same $\phi_i$ and the self-consistency to be complete. A fitted finite bath leaves a mismatch $\hat G_{ii}-g_i$, and an approximate solver may have no underlying functional. In practice one should monitor that mismatch, compare $N$ with $-\partial\Omega/\partial\mu$, and check (13) when $\Omega$ is unavailable.

## Numbers as computed

```
sites 6, positive Matsubara frequencies 400
hopping 1.00 eV, U 2.00 eV, mu 0.70 eV, T 0.40 eV
site energies (eV): [ 0.   0.3 -0.2  0.5  0.1 -0.4]
DMFT iterations: 14
largest impurity-lattice G mismatch: 1.8e-14 1/eV
mobile occupation per site: [0.49543 0.47186 0.50891 0.45436 0.49446 0.5029 ]
immobile occupation per site: [0.39511 0.30625 0.45468 0.24648 0.35905 0.53344]
Omega DMFT: -7.629499 eV = -0.280379 hartree
Omega exact ring: -7.634996 eV
Omega DMFT minus exact: 0.005498 eV
N from G: 5.222934, from -dOmega/dmu: 5.222934
N exact ring: 5.229142
D from Sigma G: 0.526986, from dOmega/dU: 0.526986
D from impurity: 0.526986, exact ring: 0.520906
E-mu N from G: -5.601334 eV, from Omega(T): -5.601334 eV
site 0 mobile n: 0.495435, dOmega/dec: 0.495435
site 0 immobile n: 0.395110, dOmega/def: 0.395110
dphi/dx on site 0: 0.0022581, Tr Sigma dG/dx: 0.0022581 (x in eV^3, values in eV^-2)
bath slope of Omega, DMFT bath: -6.7e-11 eV^-2
bath slope of Omega, atomic bath: -0.15586 eV^-2
power of U in remainder after second order: 3.019
DMFT dN/dU: -0.759821 1/eV, -dD/dmu: -0.759821 1/eV
Hubbard-I dN/dU: -0.349049 1/eV, -dD/dmu: -0.278252 1/eV
bosonic frequency nu: 2.51327 eV
site 0 density response with vertex: -0.066834 1/eV
site 0 density response, bubble: -0.085939 1/eV
continuity residual with vertex: 2.3e-09, bubble: 0.06001 (dimensionless)
total charge response with vertex: 9.3e-10 1/eV
total charge response, bubble: -0.033067 1/eV
energy response with vertex: 3.9e-10, bubble: 0.00453 (dimensionless)
Omega error at U=0.4 eV: 1.464e-05 eV
Omega error at U=0.2 eV: 9.085e-07 eV
power of U in Omega error: 4.010
f response site 0, DMFT derivative: 0.603683 1/eV
f response site 0, impurity n(1-n)/T: 0.597495 1/eV
f response site 0, exact derivative: 0.598102 1/eV
f response site 0, exact n(1-n)/T: 0.598102 1/eV
```
